\section*{Point Charge and Ewald Image Energy in an Anisotropic Dielectric}

\section{Definitions and conventions}

Gaussian units are used in the derivation. The medium has a uniform dielectric tensor $\varepsilon$, real, symmetric and positive definite, so that $\varepsilon^{1/2}$ and $\varepsilon^{-1}$ exist and are symmetric. Write
\begin{equation}
\kappa=\sqrt{\det\varepsilon},\qquad
s(\mathbf r)=\sqrt{\mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r}.
\label{defs}
\end{equation}
The field equations $\nabla\cdot\mathbf D=4\pi\rho$ and $\mathbf D=-\varepsilon\nabla\phi$ give $\nabla\cdot\varepsilon\nabla\phi=-4\pi\rho$. Let $\phi$ be the decaying potential of one charge $q$ at the origin.

A supercell calculation repeats the charge at all vectors $\mathbf R$ of a lattice with cell volume $V$ and reciprocal vectors $\mathbf G$. A periodic potential requires a neutral cell, so a uniform background $-q/V$ is added. The periodic potential $\Phi$ is defined by
\begin{equation}
\nabla\cdot\varepsilon\nabla\Phi=-4\pi q\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big],\qquad \int_{\rm cell}\Phi\,d^3r=0 .
\label{periodic}
\end{equation}
It is unique: the difference of two solutions has Fourier coefficients $c_{\mathbf G}$ with $(\mathbf G\cdot\varepsilon\cdot\mathbf G)c_{\mathbf G}=0$, hence is constant, and the zero average makes the constant vanish.

The electrostatic energy per cell is half the integral of charge density times $\Phi$. The background contributes nothing, because $\Phi$ has zero average. Subtracting the self-energy of the isolated charge leaves the image energy
\begin{equation}
E_{\rm im}=\frac q2\,W(0),\qquad W(\mathbf r)=\Phi(\mathbf r)-\phi(\mathbf r).
\label{Edef}
\end{equation}
Both potentials diverge at the origin, but their difference is finite there, as the proof shows. The energy of an isolated point-like defect is the supercell energy minus $E_{\rm im}$. The alignment of the supercell potential with that of the perfect crystal is a separate correction.

\section{Theorem}

\paragraph{Theorem.} Under these assumptions,
\begin{equation}
\phi(\mathbf r)=\frac{q}{\sqrt{\det\varepsilon\;\mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r}}=\frac{q}{\kappa s(\mathbf r)},
\label{phi}
\end{equation}
and, for any $\gamma>0$,
\begin{align}
E_{\rm im}=\frac{q^2}{2}\Big[&\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\gamma s(\mathbf R))}{\kappa s(\mathbf R)}
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}\nonumber\\
&-\frac{2\gamma}{\sqrt\pi\,\kappa}-\frac{\pi}{V\gamma^2}\Big].
\label{ewald}
\end{align}

\section{The single charge}

\paragraph{Proof of the potential.} Set $\mathbf r=\varepsilon^{1/2}\mathbf u$. By the chain rule $\partial/\partial u_a=\sum_i(\varepsilon^{1/2})_{ia}\,\partial/\partial r_i$, so
\begin{equation}
\nabla_u^2=\sum_{ij}\Big[\sum_a(\varepsilon^{1/2})_{ia}(\varepsilon^{1/2})_{ja}\Big]\frac{\partial^2}{\partial r_i\partial r_j}
=\sum_{ij}\varepsilon_{ij}\frac{\partial^2}{\partial r_i\partial r_j}=\nabla\cdot\varepsilon\nabla .
\label{laplace}
\end{equation}
The volume element is $d^3r=\kappa\,d^3u$. Since the delta function must integrate to one in either set of coordinates, $\delta(\mathbf r)=\delta(\mathbf u)/\kappa$. The field equation becomes
\begin{equation}
\nabla_u^2\phi=-4\pi\,\frac q\kappa\,\delta(\mathbf u),
\end{equation}
which is the vacuum problem for a charge $q/\kappa$. Its decaying solution is $q/(\kappa|\mathbf u|)$; the difference of two such solutions would be harmonic everywhere and vanish at infinity, hence be zero. Finally $\mathbf u\cdot\mathbf u=\mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r=s^2$, which gives (\ref{phi}). $\square$

\paragraph{Remark: direction of the fields.} From $\nabla s=\varepsilon^{-1}\mathbf r/s$,
\begin{equation}
\mathbf D=-\varepsilon\nabla\frac{q}{\kappa s}=\frac{q}{\kappa s^2}\,\varepsilon\,\frac{\varepsilon^{-1}\mathbf r}{s}=\frac{q\,\mathbf r}{\kappa s^3}.
\label{D}
\end{equation}
The displacement is radial, although its strength depends on direction. The electric field $\varepsilon^{-1}\mathbf D$ is in general not radial.

\paragraph{Remark: uniaxial medium.} Let $\varepsilon={\rm diag}(\varepsilon_i,\varepsilon_i,\varepsilon_o)$, so $\kappa=\varepsilon_i\sqrt{\varepsilon_o}$. Across the axis $s=r/\sqrt{\varepsilon_i}$; along it $s=r/\sqrt{\varepsilon_o}$. Therefore
\begin{equation}
\phi_{\rm across}=\frac{q}{\sqrt{\varepsilon_i\varepsilon_o}\,r},\qquad
\phi_{\rm along}=\frac{q}{\varepsilon_i r}.
\label{uniaxial}
\end{equation}
The potential along the axis does not contain $\varepsilon_o$. The reason follows from (\ref{D}): on the axis $D=q\varepsilon_o/(\varepsilon_i r^2)$, and division by $\varepsilon_o$ to obtain the electric field cancels that factor.

\section{The Gaussian cloud}

\paragraph{Lemma.} The density
\begin{equation}
g(\mathbf r)=\frac{\gamma^3}{\pi^{3/2}\kappa}\,e^{-\gamma^2s^2}
\label{g}
\end{equation}
has unit charge, potential $\psi=\operatorname{erf}(\gamma s)/(\kappa s)$, and Fourier transform $\hat g(\mathbf k)=e^{-\mathbf k\cdot\varepsilon\cdot\mathbf k/4\gamma^2}$.

\paragraph{Proof.} In the coordinates $\mathbf u$ the cloud is spherical and $s=u$. With $\mathbf k\cdot\mathbf r=\mathbf p\cdot\mathbf u$, where $\mathbf p=\varepsilon^{1/2}\mathbf k$,
\begin{equation}
\hat g(\mathbf k)=\int g\,e^{-i\mathbf k\cdot\mathbf r}d^3r
=\frac{\gamma^3}{\pi^{3/2}}\int e^{-\gamma^2u^2-i\mathbf p\cdot\mathbf u}\,d^3u=e^{-p^2/4\gamma^2},
\end{equation}
and $p^2=\mathbf k\cdot\varepsilon\cdot\mathbf k$. The value at $\mathbf k=0$ is the total charge, one. For the potential, the radial Laplacian gives
\begin{align}
\nabla_u^2\psi&=\frac1u\frac{d^2(u\psi)}{du^2}
=\frac{1}{\kappa u}\frac{d}{du}\Big(\frac{2\gamma}{\sqrt\pi}e^{-\gamma^2u^2}\Big)\nonumber\\
&=-\frac{4\gamma^3}{\sqrt\pi\,\kappa}e^{-\gamma^2u^2}=-4\pi g .
\end{align}
The function $\psi$ is regular at $u=0$ and decays at infinity, so it is the required solution. $\square$

\section{Proof of the image energy}

Add and subtract a cloud $qg$ at each site and write $\Phi=\Phi_L+\Phi_S$, each part having zero average.

The smooth part has the source $q[\sum_{\mathbf R}g(\mathbf r-\mathbf R)-1/V]$. The Fourier coefficient of the lattice sum is $\hat g(\mathbf G)/V$, because the integrals over one cell of all the shifted clouds combine into one integral over space. The coefficient at $\mathbf G=0$ is cancelled by the background. For $\mathbf G\ne0$ the field equation reads $-(\mathbf G\cdot\varepsilon\cdot\mathbf G)c_{\mathbf G}=-4\pi q\hat g(\mathbf G)/V$, so
\begin{equation}
\Phi_L(\mathbf r)=\frac{4\pi q}{V}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}.
\label{long}
\end{equation}

The other source consists of point charges, each with a cloud subtracted. The potential of one such neutral object is $q[1-\operatorname{erf}(\gamma s)]/(\kappa s)=q\operatorname{erfc}(\gamma s)/(\kappa s)$, and its lattice sum converges rapidly. The cell average of this sum is an integral over all space divided by $V$:
\begin{align}
\frac qV\int\frac{\operatorname{erfc}(\gamma s)}{\kappa s}d^3r
&=\frac{4\pi q}{V}\int_0^\infty u\operatorname{erfc}(\gamma u)\,du\nonumber\\
&=\frac{4\pi q}{V}\int_0^\infty\frac{u^2}{2}\,\frac{2\gamma}{\sqrt\pi}e^{-\gamma^2u^2}du
=\frac{\pi q}{V\gamma^2}.
\label{average}
\end{align}
The first step uses $d^3r=\kappa\,d^3u$. The second is an integration by parts with vanishing boundary terms, and the last uses $\int_0^\infty u^2e^{-\gamma^2u^2}du=\sqrt\pi/(4\gamma^3)$. Subtracting the average gives
\begin{equation}
\Phi_S(\mathbf r)=q\sum_{\mathbf R}\frac{\operatorname{erfc}(\gamma s(\mathbf r-\mathbf R))}{\kappa s(\mathbf r-\mathbf R)}-\frac{\pi q}{V\gamma^2}.
\label{short}
\end{equation}

Now subtract $\phi$ and let $\mathbf r\to0$. The term $\mathbf R=0$ combines with $-\phi$ to give
\begin{equation}
q\,\frac{\operatorname{erfc}(\gamma s)-1}{\kappa s}=-q\,\frac{\operatorname{erf}(\gamma s)}{\kappa s}\;\longrightarrow\;-\frac{2q\gamma}{\sqrt\pi\,\kappa},
\end{equation}
since $\operatorname{erf}x=2x/\sqrt\pi+O(x^3)$. The other terms are finite at the origin. Multiplication of $W(0)$ by $q/2$ yields (\ref{ewald}). Because $\Phi$ is unique, the result does not depend on $\gamma$. $\square$

\section{Consequences}

\paragraph{Scaling.} Let $\mathbf R'=\varepsilon^{-1/2}\mathbf R$, $\mathbf G'=\varepsilon^{1/2}\mathbf G$ and $V'=V/\kappa$. Then $s(\mathbf R)=|\mathbf R'|$, $\mathbf G\cdot\varepsilon\cdot\mathbf G=G'^2$ and $1/V=1/(\kappa V')$. Each of the four terms in (\ref{ewald}) acquires a factor $1/\kappa$, so
\begin{equation}
E_{\rm im}[\mathbf R,\varepsilon]=\frac{1}{\kappa}\,E_{\rm im}[\varepsilon^{-1/2}\mathbf R,1].
\label{map}
\end{equation}
If all lattice vectors are multiplied by $\lambda$ and $\gamma$ is replaced by $\gamma/\lambda$, each term is divided by $\lambda$. At fixed shape and orientation the energy thus falls as the inverse linear size. For a scalar constant $\varepsilon_0$, (\ref{map}) has $\kappa=\varepsilon_0^{3/2}$ and lengths divided by $\sqrt{\varepsilon_0}$, which together give the vacuum energy divided by $\varepsilon_0$.

\paragraph{Tall cells.} The image energy need not be negative. Take a uniaxial medium and a right prism of base area $A$ and height $h$ along the axis, with $h\to\infty$ at fixed base and fixed $\gamma$. The vectors $G=2\pi n/h$ along the axis contribute
\begin{equation}
\frac{q^2}{2}\,\frac{4\pi}{Ah}\,2\sum_{n=1}^\infty\frac{h^2}{4\pi^2n^2\varepsilon_o}
=\frac{\pi q^2h}{6A\varepsilon_o},
\label{tall}
\end{equation}
where $\sum n^{-2}=\pi^2/6$ and the exponential was replaced by one. The error of that replacement tends to a finite integral over $G$, since $(1-e^{-\varepsilon_oG^2/4\gamma^2})/(\varepsilon_oG^2)$ is bounded at small $G$ and integrable. The reciprocal vectors with a component in the base, the real-space sum and the self term also stay bounded, and the background term vanishes. The positive term (\ref{tall}) therefore wins in a sufficiently tall cell. It is the energy of widely separated charged planes in the compensating background.

\paragraph{Finite width.} Replace the point charge by a spherical Gaussian of rms width $\sigma$ per axis. The separation of two points drawn from it has variance $2\sigma^2$ per axis, so the image energy is $q/2$ times the average of $W$ over a Gaussian of that variance. Expanding $W$ about the origin, where it is even, gives
\begin{equation}
E_\sigma=E_{\rm im}+\frac{q\sigma^2}{2}\nabla^2W(0)+O(\sigma^4).
\label{width}
\end{equation}
For a scalar constant, (\ref{periodic}) gives $\nabla^2W(0)=4\pi q/(\varepsilon_0V)$, and the shift is $+2\pi q^2\sigma^2/(\varepsilon_0V)$. In Fourier space the same energy reads
\begin{equation}
E_\sigma=2\pi q^2\Big[\frac1V\sum_{\mathbf G\ne0}\frac{e^{-G^2\sigma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}-\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{-k^2\sigma^2}}{\mathbf k\cdot\varepsilon\cdot\mathbf k}\Big],
\label{smeared}
\end{equation}
which contains no Ewald splitting and so tests (\ref{ewald}) independently. The test used a tensor with diagonal $(9,6,4)$ and $\varepsilon_{xy}=2$, $\varepsilon_{xz}=-1$, $\varepsilon_{yz}=1.5$, and cell vectors $(1.5,0.1,0)$, $(0.3,1.3,0.2)$ and $(-0.2,0.1,1.7)$ nm. For $|q|=e$, extrapolation of (\ref{smeared}) to zero width from widths between 0.05 and 0.10 nm gives $-0.226426$ eV; the Ewald formula gives $-0.226428$ eV.

\section{A charged defect in bulk WSe$_2$}

Layered 2H-WSe$_2$ screens more strongly within its layers than across them. Rough typical inputs are $a=0.33$ nm, $c=1.30$ nm, $\varepsilon_i=15$ and $\varepsilon_o=7.5$. The defect has charge $-e$, and $q^2$ becomes $e^2/(4\pi\epsilon_0)=1.43996$ eV nm, with $\epsilon_0$ here the vacuum permittivity. By (\ref{uniaxial}) the effective constants are $\sqrt{15\times7.5}=10.6$ across the axis and 15 along it. In the uniform medium the potential at 1 nm is $-0.136$ V across the axis and $-0.096$ V along it. This distance is not large compared with the layer spacing $c/2=0.65$ nm, so the values in the layered crystal can differ somewhat.

The $6\times6\times1$ supercell has 216 atoms, lateral edge 1.98 nm and volume $V=(\sqrt3/2)(1.98)^2(1.30)=4.414$ nm$^3$. With $\det\varepsilon=15^2\times7.5=1687.5$ and $\gamma=\sqrt\pi(\kappa/V)^{1/3}=3.728$ nm$^{-1}$, the last two terms are
\begin{align}
-\frac{1.43996\times3.728}{\sqrt{1687.5\,\pi}}&=-0.0737\ {\rm eV},\\
-\frac{1.43996\,\pi}{2\times4.414\times3.728^2}&=-0.0369\ {\rm eV}.
\end{align}
The real-space and reciprocal sums add 0.0024 and 0.0027 eV. Hence $E_{\rm im}=-0.1055$ eV ($-16.9$ zJ), and 0.1055 eV must be added to the supercell energy. At 1000 K, where $k_BT=0.0862$ eV, omitting this correction would raise the calculated equilibrium concentration of dilute defects by a factor $e^{0.1055/0.0862}=3.4$, with the Fermi level and all other contributions held fixed.

Replacing the tensor by one third of its trace, 12.5, changes the energy in a way that depends on cell shape:
\begin{center}
\begin{tabular}{lrr}
Cell & tensor (eV) & scalar (eV)\\
$6\times6\times1$ & $-0.1055$ & $-0.0964$\\
$6\times6\times2$ & $-0.0675$ & $-0.0764$\\
$4\times4\times4$ & $0.1298$ & $0.0240$
\end{tabular}
\end{center}
The scalar value is too small in magnitude for the first cell and too large for the second, so no common factor repairs it. The third cell is tall enough for the energy to be positive. There the leading term (\ref{tall}) contains $\varepsilon_o=7.5$, which the scalar treatment replaces by 12.5.

\section{Accuracy and limits of use}

The inputs lie in the range of the real crystal, but the defect is idealized. The following estimates refer to the $6\times6\times1$ cell. A Gaussian charge of width 0.15 nm shifts the image energy by $+0.0042$ eV, and one of 0.30 nm by $+0.0172$ eV, or 4 and 16 per cent of its magnitude. The growth by a factor 4.1 agrees with (\ref{width}), whose leading term gives 4. Screening also weakens at short wavelength. If each directional constant $\mathbf k\cdot\varepsilon\cdot\mathbf k/k^2$ is reduced towards one through a factor $1/(1+k^2\ell^2)$ on its excess over one, with $\ell=0.125$ nm, the energy for the narrower charge moves by a further $-0.0027$ eV. Lowering $\varepsilon_o$ by 20 per cent, with $\varepsilon_i$ fixed, moves the point-charge result by $-0.0077$ eV.

A layered crystal is not uniform on the scale of this cell. As a model, let $\varepsilon_i$ and $1/\varepsilon_o$ vary as cosines of relative amplitude 0.6 and period $c/2$, in opposite phase, with unchanged averages and a charge of width 0.15 nm at a layer centre, where $\varepsilon_i$ is largest. The energy of the $6\times6\times1$ cell minus that of the $12\times12\times2$ cell is then $-0.04825$ eV, against $-0.04906$ eV in the uniform medium. For the next doubling the values are $-0.02587$ and $-0.02591$ eV. The effect of layering falls from 0.0008 to 0.00004 eV, so in this model the uniform tensor describes the larger cells well.

The tensor must match the calculation: the electronic one if the ions are held fixed, the static one if they relax. The formula fails if the added charge spreads through the cell instead of staying at the defect. It also fails for a defect near an interface between different dielectrics or in a thin film, where the dielectric response changes with position. The size of that error depends on the distance to the boundary and cannot be taken from the bulk estimates above; the field equation must then be solved with a position-dependent $\varepsilon(\mathbf r)$, for both the periodic and the isolated charge. The numerical output gives the remaining cell shapes and the individual terms.

\section*{Computed results}
\begin{verbatim}
e^2/(4 pi eps0) = 1.43996 eV nm
Test tensor: flux, charge inside = 12.566371 (4 pi = 12.566371)
Test tensor: flux, charge outside = -3.1e-08
Triclinic test cell: Ewald energy = -0.226428 eV
Triclinic test cell: zero-width limit = -0.226426 eV
WSe2 model, charge -e, rough typical inputs:
a = 0.33 nm, c = 1.30 nm
eps_in = 15.0, eps_out = 7.5
det(eps) = 1687.5
Effective constant across the axis = 10.607
Effective constant along the axis = 15.000
Potential at 1 nm across the axis = -0.1358 V
Potential at 1 nm along the axis = -0.0960 V
6x6x1 cell: atoms = 216, volume = 4.4137 nm^3
6x6x1 cell: lateral edge = 1.98 nm, height = 1.30 nm
Scaled lateral edge = 0.5112 nm
Scaled height = 0.4747 nm
gamma = 3.7283 nm^-1
Ewald real-space term = 0.002426 eV
Ewald reciprocal term = 0.002709 eV
Ewald self term = -0.073734 eV
Ewald background term = -0.036867 eV
Image energy = -0.105466 eV = -16.898 zJ
Zero-width limit, same cell = -0.105466 eV
Correction to add = 0.1055 eV
kT at 1000 K = 0.0862 eV
exp(|image energy|/kT) at 1000 K = 3.40
Scalar average constant = 12.50
Cell: image energy with tensor, with scalar average (eV)
  4x4x1: -0.1300, -0.1315
  6x6x1: -0.1055, -0.0964
  6x6x2: -0.0675, -0.0764
  8x8x2: -0.0650, -0.0657
  12x12x2: -0.0527, -0.0482
  4x4x4: 0.1298, 0.0240
Neglected effects, 6x6x1 cell unless stated:
Charge width 0.15 nm: energy shift = 0.00419 eV
Charge width 0.30 nm: energy shift = 0.01723 eV
Short-wave screening loss, length 0.125 nm,
  charge width 0.15 nm: further shift = -0.00272 eV
eps_out lower by 20 %: energy shift = -0.00767 eV
Layer modulation = 0.6, charge width = 0.15 nm
Energy drop on doubling: point formula, uniform, layered (eV)
  6x6x1 to 12x12x2: -0.05273, -0.04906, -0.04825
  12x12x2 to 24x24x4: -0.02637, -0.02591, -0.02587
Layering effect on the two steps = 0.000815, 0.000044 eV
\end{verbatim}
